\section*{Energy-Dependent Relaxation Times and Departures from a Single Drude Curve}

\section{The decision and the setting}

A conductivity spectrum is to be reduced to a carrier density, a mass and a scattering time. One must decide whether a single Drude curve may be fitted, and whether the fitted weight may be read as density divided by band mass. If each electron relaxes at a rate set by its own energy, and this rate varies among the current-carrying electrons, the fitted weight depends on the frequency window, and at low frequency the carriers look heavier than they are. The theorem below states when this happens, and an example in silicon gives its size.

The electrons have charge $-e$, density $n$ and band energy $E(\mathbf k)$. The field is $\mathbf F e^{-i\omega t}$, with the real part understood, and a Drude curve is
\begin{equation}
\sigma_{\rm Dr}(\omega)=\frac{D'\tau_D}{1-i\omega\tau_D},\qquad D',\tau_D>0 .
\label{drude}
\end{equation}
Here $\sigma$ is the conductivity of the carriers alone; the displacement current of the lattice must be removed from data before the results are applied.

The assumptions are these.
\begin{enumerate}
\item The field is uniform and weak, there is no magnetic field, and $\hbar\omega\ll k_BT$, so the linearised semiclassical Boltzmann equation holds.
\item The band is a parabolic sphere, or a cubic set of equal ellipsoidal valleys with masses $m_l,m_t,m_t$, equally populated, with their long axes along the cube axes.
\item The part of the distribution that is odd about the valley centre decays at a rate $1/\tau(E)$, with $0<\tau<\infty$.
\end{enumerate}

\section{Theorem}

Let $f_0(E)$ be the Fermi function and let $\langle\cdot\rangle$ be the average over energy with the normalised weight $w(E)\propto E^{3/2}(-\partial f_0/\partial E)$. Then
\begin{equation}
\sigma(\omega)=D\left\langle\frac{\tau}{1-i\omega\tau}\right\rangle,\quad
D=\frac{ne^2}{m_c},\quad \frac{3}{m_c}=\frac1{m_l}+\frac2{m_t}.
\label{main}
\end{equation}
Define the apparent mass
\begin{equation}
m_{\rm app}(\omega)=-\frac{ne^2}{\omega}\,{\rm Im}\,\frac1{\sigma(\omega)} .
\label{mapp}
\end{equation}
For every $\omega>0$, $m_{\rm app}(\omega)\ge m_c$, with equality if and only if $\tau$ is constant wherever $w$ is nonzero. If $\tau$ is not constant there, no curve (\ref{drude}), even with $D'$ free, equals $\sigma(\omega)$ at all frequencies.

\section{Lemma 1: when a relaxation time exists}

Assumption 3 holds in two cases: (a) elastic scattering in a spherical band, with a probability that depends on the scattering angle $\chi$; (b) randomising scattering, whose probability depends on the initial and final energies but not on the directions of the wave vectors.

\textit{Proof.} In case (a) the field creates a change $\delta f=A(E)\cos\theta$, with $\theta$ measured from the field. The collision term is
\begin{equation}
C[\delta f]=\int d\Omega'\,W(\chi)\,A(E)\,(\cos\theta'-\cos\theta).
\end{equation}
Take the initial direction as polar axis, with azimuth $\varphi$. Then $\cos\theta'=\cos\theta\cos\chi+\sin\theta\sin\chi\cos\varphi$, and the last term vanishes on integration over $\varphi$. Hence
\begin{equation}
C[\delta f]=-\frac{\delta f}{\tau},\qquad
\frac1\tau=\int d\Omega'\,W(\chi)(1-\cos\chi).
\end{equation}
In case (b) the electrons scattered into a state contribute a sum of $\delta f(\mathbf k')$ with coefficients that depend on energy. This sum is zero because $\delta f$ is odd about each valley centre. Only scattering out remains, at a rate that depends on $E$. This holds for inelastic processes too. $\square$

In a spherical band, an inelastic process for which the mean of $\cos\chi$ is not zero passes part of the odd distribution from one energy to another. It then does not supply a $\tau(E)$, and the theorem does not cover it.

\section{Lemma 2: the conductivity formula}

\textit{Proof of (\ref{main}).} The force is $-e\mathbf F$, so the Boltzmann equation is $\partial_t f-(e/\hbar)\mathbf F\cdot\nabla_{\mathbf k}f=C[f]$. Put $f=f_0+\delta f$ and drop the product of $\mathbf F$ and $\delta f$. With $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$ and $\partial_t\to-i\omega$,
\begin{equation}
\left(\frac1\tau-i\omega\right)\delta f=e\,\mathbf F\cdot\mathbf v\,\frac{\partial f_0}{\partial E}.
\label{lin}
\end{equation}
The current density is $\mathbf j=-2e\int d^3k\,\mathbf v\,\delta f/(2\pi)^3$, the 2 counting spin. The minus sign joins the derivative of $f_0$:
\begin{equation}
\sigma_{ij}=2e^2\!\int\!\frac{d^3k}{(2\pi)^3}\,v_iv_j\left(-\frac{\partial f_0}{\partial E}\right)\frac{\tau}{1-i\omega\tau}.
\label{tensor}
\end{equation}

For one valley, $E=\sum_i\hbar^2k_i^2/2m_i$ and $v_i=\hbar k_i/m_i$. Let $m_d=(m_lm_t^2)^{1/3}$ and $k_i=\kappa_i\sqrt{m_i/m_d}$. The Jacobian is $\sqrt{m_lm_t^2/m_d^3}=1$, the energy is $\hbar^2\kappa^2/2m_d$, and $v_i=\hbar\kappa_i/\sqrt{m_im_d}$. On a sphere of constant $\kappa$ the mean of $\kappa_i\kappa_j$ is $\delta_{ij}\kappa^2/3$, so the mean of $v_iv_j$ is
\begin{equation}
\delta_{ij}\,\frac{\hbar^2\kappa^2}{3m_im_d}=\delta_{ij}\,\frac{2E}{3m_i}.
\end{equation}
Let $g(E)\propto\sqrt E$ be the density of states of the valley, spin included. Then
\begin{equation}
\sigma_{ii}=\frac{2e^2}{3m_i}\int_0^\infty\! dE\,g\,E\left(-\frac{\partial f_0}{\partial E}\right)\frac{\tau}{1-i\omega\tau}.
\end{equation}
The norm of the weight follows by parts. The boundary terms vanish, and $d(gE)/dE=\tfrac32g$ because $gE\propto E^{3/2}$:
\begin{equation}
\int_0^\infty\! gE\left(-\frac{\partial f_0}{\partial E}\right)dE=\frac32\int_0^\infty\! g f_0\,dE=\frac32 n_v ,
\end{equation}
where $n_v$ is the density in the valley. Thus $w=2gE(-\partial f_0/\partial E)/3n_v$ has unit integral and $\sigma_{ii}=(n_ve^2/m_i)\langle\tau/(1-i\omega\tau)\rangle$. In the cubic set one third of the electrons have their long axis along each cube axis. The sum over valleys replaces $n_v/m_i$ by $(n/3)(1/m_l+2/m_t)=n/m_c$, for any field direction. $\square$

\textit{Remark: the same result in time.} Let the field be an impulse $\mathbf P\delta(t)$. Integrating the equation of motion across $t=0$ gives $\delta f=e\mathbf P\cdot\mathbf v\,\partial f_0/\partial E$, which then decays as $e^{-t/\tau(E)}$. The steps above give $\mathbf j(t)=D\mathbf P\langle e^{-t/\tau}\rangle$, and
\begin{equation}
\int_0^\infty e^{i\omega t}e^{-t/\tau}dt=\frac{\tau}{1-i\omega\tau}
\end{equation}
returns (\ref{main}). Each energy has a Drude response; their sum decays as a mixture of exponentials.

This road was followed numerically. The Maxwell distribution of one ellipsoidal valley, with the silicon masses used below, was displaced on a three-dimensional grid, and its decaying current was transformed. The field lay along [111], for which one valley already has the conductivity mass $m_c$. With $\tau=\tau_0(E/k_BT)^{-1/2}$ and $\omega\tau_0=0$, $0.5$ and $2$, the largest relative difference from (\ref{main}) was $2.3\times10^{-5}$.

\section{Proof of the theorem}

Put $s=\tau/(1-i\omega\tau)$, so that $\sigma=D\langle s\rangle$. Multiplying numerator and denominator by $1+i\omega\tau$ gives
\begin{equation}
s=\frac{\tau+i\omega\tau^2}{1+\omega^2\tau^2},\qquad |s|^2=\frac{\tau^2}{1+\omega^2\tau^2},
\end{equation}
hence ${\rm Im}\,s=\omega|s|^2$ at each energy. Since $-{\rm Im}(1/\sigma)={\rm Im}\,\sigma/|\sigma|^2$,
\begin{equation}
\frac{m_{\rm app}}{m_c}=\frac{D\,{\rm Im}\,\sigma}{\omega|\sigma|^2}
=\frac{\langle|s|^2\rangle}{|\langle s\rangle|^2}
=1+\frac{\langle|s-\langle s\rangle|^2\rangle}{|\langle s\rangle|^2}\ge1 .
\label{ineq}
\end{equation}
The averages are finite because $|s|<1/\omega$. Equality requires $s$ to be constant on the support of $w$. As $1/s=1/\tau-i\omega$, this means constant $\tau$.

Now suppose that $\sigma$ equals (\ref{drude}) at all frequencies. Then $1/\sigma=(1/\tau_D-i\omega)/D'$, and (\ref{mapp}) gives $m_{\rm app}=ne^2/D'$, the same at every frequency. On the other hand,
\begin{equation}
\frac{-i\omega\sigma}{D}=\left\langle\frac{-i\omega\tau}{1-i\omega\tau}\right\rangle\to1\qquad(\omega\to\infty),
\end{equation}
because the quantity averaged has modulus below one and tends to one at each energy. The same limit of (\ref{drude}) is $D'/D$, so $D'=D$ and $m_{\rm app}=m_c$ throughout. By the equality condition $\tau$ is constant. $\square$

The excess mass in (\ref{ineq}) is the relative variance of the complex response. Electrons with different $\tau$ respond with different amplitude and phase, and the summed response has more inertia per unit of current than a uniform one.

\section{Corollaries: the two ends of the spectrum}

Let $\omega\to0$ in (\ref{ineq}). If $\langle\tau^2\rangle$ is finite,
\begin{equation}
\frac{m_{\rm app}(0)}{m_c}=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.
\label{low}
\end{equation}
At the other end, if $\langle1/\tau\rangle$ is finite,
\begin{equation}
\frac{\omega^2\,{\rm Re}\,\sigma}{D}=\left\langle\frac{\omega^2\tau}{1+\omega^2\tau^2}\right\rangle\to\left\langle\frac1\tau\right\rangle .
\label{high}
\end{equation}
The dc value thus measures the mean time and the tail measures the mean rate.

Compare $\sigma$ with the Drude curve of the same $D$ and the same dc value, for which $\tau_D=\langle\tau\rangle$. Its tail has $1/\langle\tau\rangle$ in place of $\langle1/\tau\rangle$. By the Cauchy--Schwarz inequality, $1=\langle\tau^{1/2}\tau^{-1/2}\rangle^2\le\langle\tau\rangle\langle1/\tau\rangle$, so the true tail is higher unless $\tau$ is constant. Near zero frequency,
\begin{equation}
\frac{{\rm Re}\,\sigma}{D}=\langle\tau\rangle-\omega^2\left\langle\frac{\tau^3}{1+\omega^2\tau^2}\right\rangle .
\end{equation}
If $\langle\tau^3\rangle$ is finite, the drop starts as $\omega^2\langle\tau^3\rangle$, against $\omega^2\langle\tau\rangle^3$ for the Drude curve. Since $\langle\tau^3\rangle\ge\langle\tau\rangle^3$ by convexity, the true curve starts below. The area is the same for both: $\int_0^\infty\tau\,d\omega/(1+\omega^2\tau^2)=\pi/2$ for each $\tau$, so $\int_0^\infty{\rm Re}\,\sigma\,d\omega=\pi D/2$.

\section{Power laws and two limits}

For Maxwell statistics put $x=E/k_BT$. Then $w\,dE=x^{3/2}e^{-x}dx/\Gamma(5/2)$. If $\tau=\tau_0x^r$,
\begin{equation}
\langle\tau^p\rangle=\tau_0^p\,\frac{\Gamma(5/2+pr)}{\Gamma(5/2)},\qquad \frac52+pr>0 .
\label{mom}
\end{equation}

For acoustic phonons $r=-1/2$, as shown below. With $\Gamma(5/2)=3\sqrt\pi/4$,
\begin{equation}
\langle\tau\rangle=\frac{4\tau_0}{3\sqrt\pi},\quad
\langle\tau^2\rangle=\frac{2\tau_0^2}{3},\quad
\left\langle\frac1\tau\right\rangle=\frac{8}{3\sqrt\pi\,\tau_0}.
\end{equation}
Therefore $m_{\rm app}(0)/m_c=\frac23\cdot\frac{9\pi}{16}=3\pi/8\approx1.178$ and $\langle\tau\rangle\langle1/\tau\rangle=32/9\pi\approx1.132$. Moments with $p\ge5$ diverge, because slow electrons have very long times, so $\sigma$ has no convergent power series about $\omega=0$.

For $r=3/2$, the law of Coulomb scattering when its slowly varying logarithm is held constant, the two ratios are 1.93 and 3.40. For $r=0$ both are one and the spectrum is a single Drude curve.

Strong degeneracy also restores the single curve. The weight then lies within a few $k_BT$ of the Fermi energy $E_F$. Put $u=E-E_F$, so that $\tau\approx\tau(E_F)(1+ru/E_F)$. To leading order the variance of $u$ is, with $z=u/k_BT$,
\begin{equation}
(k_BT)^2\!\int_{-\infty}^{\infty}\!\frac{z^2e^z\,dz}{(1+e^z)^2}
=4(k_BT)^2\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}(k_BT)^2,
\end{equation}
where the integrand was expanded in powers of $e^{-z}$ for $z>0$ and doubled. Hence
\begin{equation}
\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}-1\simeq\frac{\pi^2}{3}\left(\frac{r\,k_BT}{E_F}\right)^2 .
\end{equation}
For $r=-1/2$ and $E_F=60\,k_BT$ this is $2.3\times10^{-4}$, which direct integration confirms.

\section{Lemma 3: the acoustic rate}

A longitudinal strain shifts the band edge by $\Xi\nabla\cdot\mathbf u$. A phonon of wave number $q$ and frequency $v_sq$ has squared displacement amplitude $\hbar/(2\rho Vv_sq)$ in a crystal of density $\rho$ and volume $V$. The squared matrix elements for absorption and emission, with occupation $N$, add to
\begin{equation}
\Xi^2q^2\frac{\hbar}{2\rho Vv_sq}(2N+1)\simeq\frac{\Xi^2k_BT}{c_lV},\qquad c_l=\rho v_s^2 .
\end{equation}
The last form uses $2N+1\simeq2k_BT/\hbar v_sq$, valid for $\hbar v_sq\ll k_BT$. It does not depend on $q$, so the scattering is randomising. If the phonon energy is neglected, the golden rule multiplies it by $2\pi/\hbar$ and by the number of final states of one spin, $Vm_d\kappa/2\pi^2\hbar^2$ per unit energy:
\begin{equation}
\frac1\tau=\frac{m_d\,\kappa\,\Xi^2k_BT}{\pi\hbar^3c_l},\qquad \kappa=\frac{\sqrt{2m_dE}}{\hbar}.
\label{ac}
\end{equation}
Thus $\tau\propto E^{-1/2}$.

\section{Example: high-purity n-type silicon at 77 K}

The parameters are rough typical values: $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, $\Xi=9$ eV, $\rho=2330$ kg/m$^3$ and $v_s=9000$ m/s. They give $m_c=0.258\,m_0$, $m_d=0.321\,m_0$ and $c_l=1.89\times10^{11}$ N/m$^2$. The density is $n=10^{13}$ cm$^{-3}$.

Equation (\ref{ac}) gives $\tau_0=4.54$ ps at $E=k_BT$, so $\langle\tau\rangle=0.7523\times4.541=3.416$ ps. The mobility $e\langle\tau\rangle/m_c$ is $2.33\times10^4$ cm$^2$/Vs, the dc conductivity is 37.3 mS/cm, and $1/2\pi\langle\tau\rangle=46.6$ GHz. The Drude columns below have the same $D$ and dc value; conductivities are in mS/cm.

\begin{center}
\begin{tabular}{rrrrrr}
GHz & Re $\sigma$ & Im $\sigma$ & Re Dr. & Im Dr. & $m_{\rm app}/m_c$\\
5 & 36.6 & 4.56 & 36.8 & 3.95 & 1.167\\
20 & 29.8 & 13.8 & 31.5 & 13.5 & 1.113\\
50 & 16.5 & 17.3 & 17.3 & 18.6 & 1.054\\
100 & 6.84 & 13.5 & 6.65 & 14.3 & 1.022\\
500 & 0.361 & 3.43 & 0.321 & 3.44 & 1.001
\end{tabular}
\end{center}

The mass at 50 GHz can be recovered from its row. There $\omega\langle\tau\rangle=50/46.6=1.073$, and since $D=\sigma(0)/\langle\tau\rangle$, (\ref{ineq}) gives
\begin{equation}
\frac{m_{\rm app}}{m_c}=\frac{37.26\times17.31}{1.073\,(16.45^2+17.31^2)}=1.054 .
\end{equation}
The real part starts below the Drude curve, crosses it between 50 and 100 GHz, and at 500 GHz exceeds it by 12.5\%, close to the limit of 13.2\%.

What a fit reports depends on its window. Matching the value and slope of $\sigma$ at zero frequency gives a mass of $1.178\,m_c$ and a time $\langle\tau^2\rangle/\langle\tau\rangle=1.178\times3.416=4.02$ ps. With the mass held at $m_c$, the same weight would be read as a density 15\% too low. A Drude curve with free weight and time, fitted to the relative complex deviation at logarithmically spaced frequencies from 5 to 500 GHz, gives $1.026\,m_c$ and 3.38 ps. Its largest misfit is 3.4\% of $|\sigma|$ at the same frequency. If the data carry systematic errors of that size, a single curve is an adequate description over this window, although random errors alone, averaged over many frequencies, could still let the difference show. Even where the curve is adequate, its parameters are not those of any one group of electrons.

\section{Real silicon and the limits of the result}

The calculated mobility has the size known for pure silicon at this temperature, roughly $2\times10^4$ cm$^2$/Vs. Several neglected effects were added to the acoustic model one at a time, with everything else fixed. Intervalley phonons, with energies 12, 19 and 62 meV and couplings 0.5, 0.8 and $11\times10^8$ eV/cm to the opposite valley, and 19, 47 and 59 meV with 0.3, 2 and $2\times10^8$ eV/cm to each of the other four, lower the mobility by 8\% and raise $m_{\rm app}(0)/m_c$ from 1.178 to 1.199. A time along the long axis two thirds of that across it, a rough ratio, lowers the mobility by 3\% and gives 1.190. Keeping the acoustic phonon energy raises the mobility by 2\% and gives 1.169 if scattering out alone is counted; with scattering in included, for a spherical valley of mass $m_d$, the figures are 3\% and 1.171. Ionised donors at the density $n$, with their scattering computed in the Born approximation for a spherical valley of mass $m_d$, lower the mobility by only 3\%, yet they reduce the mass ratio to 1.114. These two figures show the direction and rough size of the effect only: the Born approximation needs a wave number much larger than the inverse of the effective Bohr radius, here about 1.9 nm, and at $E=k_BT$ the product of the two is only about 0.46. An estimate from classical orbits in the same screened potential gives 2\% and 1.13. A likely reason for the lower mass ratio is that Coulomb scattering acts most on slow electrons, whose times are otherwise the longest. In the Born estimate the low-frequency mass changes by 5\%, more than the mobility does. The fall does not continue as the density rises. With equal densities of electrons and ionised donors, the same screened formula gives 1.03 at $10^{15}$, 1.14 at $10^{16}$, 1.27 at $10^{17}$ and 1.09 at $10^{18}$ cm$^{-3}$, and it approaches one in the degenerate range. These values stay well below the 1.93 of a constant logarithm. At 77 K freeze-out also intervenes: $10^{17}$ cm$^{-3}$ donors of binding energy 45 meV release only about $10^{16}$ cm$^{-3}$ electrons, and scattering by the neutral donors is not included here.

Electron-electron collisions lie outside assumption 3. To estimate them, let each electron relax at a further constant rate $\gamma$ towards the mean drift of its own valley, which conserves the momentum of that valley. Drag between valleys is left out. With $\sigma=D\langle s\rangle$, the response $s(E)$ obeys
\begin{equation}
\left(\frac1\tau+\gamma-i\omega\right)s=1+\gamma\langle s\rangle .
\end{equation}
Divide by the bracket, average, and write $A=\langle(1/\tau+\gamma-i\omega)^{-1}\rangle$. Then $\langle s\rangle=A/(1-\gamma A)$. For large $\gamma$, $A\simeq1/\gamma-(\langle1/\tau\rangle-i\omega)/\gamma^2$, so
\begin{equation}
\sigma\to\frac{D}{\langle1/\tau\rangle-i\omega}.
\end{equation}
Strong mixing therefore restores a single Drude curve although $\tau$ still varies with energy. Its dc mobility in this model would be $2.05\times10^4$ cm$^2$/Vs. With $\gamma=4.8$ ns$^{-1}$, set equal to the donor scattering rate at $E=k_BT$, the mobility falls by 0.3\% and the mass ratio becomes 1.167. In silicon most collision partners lie in other valleys. If all electrons relax instead towards one common drift that conserves the total momentum, the same $\gamma$ lowers the mobility by 0.9\% with the mass ratio still 1.167, but strong mixing gives, for $\omega\ll\gamma$, a Drude curve of mass $(m_l+2m_t)/3=1.68\,m_c$ and a dc mobility of $1.2\times10^4$ cm$^2$/Vs.

Other limits concern use. At 500 GHz $\hbar\omega/k_BT=0.31$, so the last row of the table is the least secure. At this low density the displacement current of the lattice is large: with a relative permittivity of 11.7 it corresponds to 325 mS/cm at 50 GHz and about 3250 mS/cm at 500 GHz. An error of 0.1\% in the permittivity places $m_{\rm app}/m_c$ between 0.99 and 1.05 at 100 GHz and between 0.5 and 3.8 at 500 GHz. The drift velocity reaches the speed of sound at about 39 V/cm, and the field must stay well below this value for heating to be negligible; operating transistor channels have far larger fields, and linear response there describes a small probe near equilibrium. The thermal wavelength for the mass $m_d$ is 15 nm at 77 K, so a channel of that thickness or less needs quantised subbands in place of the bulk weight $w$. The mass that counts is the one across the channel: for valleys with $m_t$ in that direction, the spacing of the lowest two subbands between hard walls is still about $k_BT$ at 30 nm. At 300 K the acoustic model gives 3020 cm$^2$/Vs, about twice the rough measured size of 1400 cm$^2$/Vs. Intervalley phonons with the couplings above bring it to about 1600 cm$^2$/Vs and raise $m_{\rm app}(0)/m_c$ to 1.31. These figures depend on the couplings: a set with more weight on the perpendicular valleys gives about 1400 cm$^2$/Vs and 1.34. Room-temperature spectra of pure silicon should therefore not be analysed with the acoustic value $3\pi/8$.

\section*{Table of computed values}
\begin{verbatim}
T = 77 K, kT = 6.635 meV, n = 1.0e+13 cm^-3
m_l, m_t = 0.92, 0.19 m0; m_c = 0.2583, m_d = 0.3214 m0
Xi = 9.0 eV, density = 2330 kg/m^3, sound = 9000 m/s
c_l = 1.887e+11 N/m^2
tau at E=kT = 4.541 ps, <tau> = 3.416 ps
mobility = 23257 cm2/Vs
dc conductivity = 37.262 mS/cm
1/(2 pi <tau>) = 46.59 GHz
kick test, largest relative error = 2.3e-05
tau ~ E^r:   r, <tau^2>/<tau>^2, <tau><1/tau>
   -0.5  1.1781  1.1318
    0.0  1.0000  1.0000
    1.5  1.9328  3.3953
degenerate, E_F = 60 kT, r=-0.5: <tau^2>/<tau>^2 - 1 = 2.28e-04
f GHz | Re, Im sigma | Re, Im Drude (mS/cm) | m_app/m_c
   5 | 36.556 4.561 | 36.837 3.953 | 1.1668
  20 | 29.756 13.785 | 31.464 13.506 | 1.1127
  50 | 16.452 17.310 | 17.318 18.585 | 1.0539
 100 | 6.836 13.544 | 6.646 14.265 | 1.0216
 200 | 2.100 8.077 | 1.918 8.234 | 1.0066
 500 | 0.361 3.430 | 0.321 3.442 | 1.0011
Re sigma/Re Drude at 500 GHz = 1.1251
best free Drude fit, 5-500 GHz: mass = 1.0262 m_c, tau = 3.384 ps
  largest relative misfit = 3.42 %
Neglected effects: mobility (cm2/Vs), m_app(0)/m_c
  none (acoustic only): 23257, 1.1781
  inelastic acoustic, out-scattering: 23700, 1.1689
  with intervalley phonons: 21455, 1.1989
  with ionised donors: 22519, 1.1144
  with e-e mixing (estimate): 23191, 1.1667
  tau_l = 2/3 tau_t (rough): 22531, 1.1899
  e-e rate used = 4.82 /ns; strong-mixing mobility = 20549 cm2/Vs
  nonparabolicity 0.5/eV x 2.5 kT = 0.0083
  n/Nc = 2.8e-06; neutral/ionised donors (45 meV) = 0.0049
  hbar omega/kT at 500 GHz = 0.312
  field for drift = sound speed: 38.7 V/cm
  thermal wavelength (m_d) = 15.0 nm
At 300 K: mobility (cm2/Vs), m_app(0)/m_c
  acoustic only: 3024, 1.1781
  with intervalley phonons: 1615, 1.3084
\end{verbatim}
